# Spectral Edge of Right Movers in a Spinless Luttinger Liquid

## Problem

A spinless one-dimensional conductor is at zero temperature. Momentum $q$ is measured from the right Fermi point and energy $\hbar\omega$ from the chemical potential. Right-moving density bosons $b_p$ carry momentum $p>0$, and left-moving bosons $c_p$ carry momentum $-p$. They obey

$$
H=\sum_{p>0}\hbar p\left[v_4(b_p^\dagger b_p+c_p^\dagger c_p)
+v_2(b_p^\dagger c_p^\dagger+b_pc_p)\right],\qquad v_4>|v_2|.
$$

The Luttinger parameter is $K=\sqrt{(v_4-v_2)/(v_4+v_2)}$, taken at $p\to0$. The interaction has a range of order $r$. Choose $v_2(p)$ and $v_4(p)$ so that the boson velocity $v$ does not depend on $p$, while the squared mixing amplitude of right and left bosons falls as $e^{-rp}$.

(a) Find the propagator $\langle\psi(x,t)\psi^\dagger(0,0)\rangle$ of the right-moving fermion.

(b) Fourier transform it to obtain the spectral function.

(c) For $q>0$, find the behaviour of the spectral function near $\omega=vq$. For which $K$ does it diverge?

(d) Evaluate the result for $v=5\times10^5$ m/s, $K=0.6$, $r=30$ nm and $q=0.005\ \mathrm{nm^{-1}}$, and judge where the power law can be used.

## Hints

1. Diagonalize $H$ by a hyperbolic rotation of $b_p$ and $c_p^\dagger$.
2. The fermion is an exponential of a field linear in the bosons, so its correlator needs only the two-point function of that field.
3. Use $vt-x$ and $vt+x$ as integration variables.
4. Write a power $(r+iw)^{-s}$ as a Gamma-function integral over exponentials.

## Solution

### (a) The propagator

Set

$$
b_p=\cosh\theta_p\,\beta_p-\sinh\theta_p\,\eta_p^\dagger,\qquad
c_p=\cosh\theta_p\,\eta_p-\sinh\theta_p\,\beta_p^\dagger .
$$

The coefficient of $\beta_p\eta_p+\mathrm{h.c.}$ is $-v_4\sinh2\theta_p+v_2\cosh2\theta_p$. It vanishes for $\tanh2\theta_p=v_2/v_4$. The remaining coefficient of $\beta_p^\dagger\beta_p+\eta_p^\dagger\eta_p$ is

$$
v=v_4\cosh2\theta_p-v_2\sinh2\theta_p=\sqrt{v_4^2-v_2^2}.
$$

Thus $\cosh2\theta_p=v_4/v$ and $\sinh2\theta_p=v_2/v$. At $p\to0$, $e^{-2\theta}=(v_4-v_2)/v=K$, so

$$
\gamma\equiv\sinh^2\theta=\frac{\cosh2\theta-1}{2}
=\frac14\left(K+\frac1K-2\right)=\frac{(1-K)^2}{4K}.
$$

The stated model has $\sinh^2\theta_p=\gamma e^{-rp}$ and constant $v$.

With constant phases absorbed into the bosons, the bosonization identity for a system of length $L$ is

$$
\psi(x)=\frac{F e^{ik_Fx}}{\sqrt{2\pi a}}e^{i\phi(x)},\quad
\phi(x)=\sum_{p>0}\sqrt{\frac{2\pi}{Lp}}\,e^{-ap/2}
\left(b_pe^{ipx}+b_p^\dagger e^{-ipx}\right),
$$

where $a\to0^+$ at the end. The operator $F$ changes the particle number, commutes with the bosons and satisfies $FF^\dagger=F^\dagger F=1$. Its energy beyond the chemical potential vanishes as $L\to\infty$. We remove $e^{ik_Fx}$ because $q$ is measured from $k_F$.

For operators $X,Y$ linear in bosons, $e^Xe^Y=e^{X+Y+[X,Y]/2}$. In the boson vacuum $\langle e^{X+Y}\rangle=e^{\langle(X+Y)^2\rangle/2}$. With $X=i\phi(x,t)$ and $Y=-i\phi(0,0)$ these give

$$
\langle e^{i\phi(x,t)}e^{-i\phi(0,0)}\rangle
=\exp\left[\langle\phi(x,t)\phi(0,0)\rangle-\langle\phi^2\rangle\right].
$$

Let $u=vt-x$ and $w=vt+x$. The annihilation part of $\phi(x,t)$ contains $\cosh\theta_p\,\beta_pe^{-ipu}$ and $-\sinh\theta_p\,\eta_pe^{-ipw}$. Replacing the sum by $L\int dp/2\pi$, the exponent becomes

$$
-\int_0^\infty\frac{dp}{p}e^{-ap}\left[(1+\gamma e^{-rp})(1-e^{-ipu})
+\gamma e^{-rp}(1-e^{-ipw})\right].
$$

The integral needed is

$$
\int_0^\infty\frac{dp}{p}e^{-rp}(1-e^{-ipu})=\ln\left(1+\frac{iu}{r}\right).
$$

Both sides vanish at $u=0$ and have derivative $i/(r+iu)$. The term without $\gamma$ is the same integral with $r$ replaced by $a$. It supplies $a/(a+iu)$, which cancels the $a$ in the prefactor $1/(2\pi a)$. Therefore

$$
\langle\psi(x,t)\psi^\dagger(0,0)\rangle=
\frac1{2\pi}\frac1{0^++iu}
\left(\frac r{r+iu}\right)^\gamma
\left(\frac r{r+iw}\right)^\gamma .
$$

### (b) The Fourier transform

Define $A=A^>+A^<$, with particle part

$$
A^>(q,\omega)=\int dx\,dt\,e^{i\omega t-iqx}
\langle\psi(x,t)\psi^\dagger(0,0)\rangle .
$$

The hole part $A^<$ has $\langle\psi^\dagger(0,0)\psi(x,t)\rangle$ instead. Since $t=(u+w)/2v$ and $x=(w-u)/2$, the Jacobian is $dx\,dt=du\,dw/(2v)$. The phase becomes

$$
\omega t-qx=p_1u+p_2w,\qquad
p_1=\frac{\omega+vq}{2v},\quad p_2=\frac{\omega-vq}{2v}.
$$

The double integral is now a product. For the $w$ factor use

$$
\left(\frac r{r+iw}\right)^\gamma
=\int_0^\infty ds\,g(s)e^{-isw},\qquad
g(s)=\frac{r^\gamma s^{\gamma-1}e^{-rs}}{\Gamma(\gamma)} .
$$

Integration over $w$ gives $2\pi\delta(s-p_2)$, hence $2\pi g(p_2)$ for $p_2>0$ and zero for $p_2<0$.

In the $u$ factor, $1/(0^++iu)=\int_0^\infty ds'\,e^{-is'u}$, with convergence supplied by $0^+$. The $u$ integral sets $s+s'=p_1$. Since $s'\ge0$, $s$ runs from zero to $p_1$:

$$
2\pi\int_0^{p_1}ds\,g(s)=2\pi P(\gamma,rp_1),\qquad
P(\gamma,y)=\frac1{\Gamma(\gamma)}\int_0^y dz\,z^{\gamma-1}e^{-z}.
$$

Collecting $1/(2v)$, $1/(2\pi)$ and the two factors of $2\pi$,

$$
A^>(q,\omega)=\frac{\pi}{v}P(\gamma,rp_1)\,g(p_2),
\qquad \omega>v|q|,
$$

and zero otherwise. The final state contains right-moving bosons of total momentum $p_1$ and left-moving bosons of total momentum $-p_2$. Indeed $q=p_1-p_2$ and $\omega=v(p_1+p_2)$.

Exchanging the operator order replaces the correlator by its complex conjugate. As $A^>$ is real, $A^<(q,\omega)=A^>(-q,-\omega)$. This part lies at $\omega<-v|q|$ and does not contribute near $\omega=vq>0$.

### (c) The edge

Fix $q>0$ and let $\omega\to vq$ from above. Then $p_2\to0$, while $p_1=q+p_2\to q$. The factor $P$ stays finite, and

$$
A(q,\omega)\simeq\frac{\pi}{v}P(\gamma,rq)\frac{r^\gamma}{\Gamma(\gamma)}
\left(\frac{\omega-vq}{2v}\right)^{\gamma-1}.
$$

The exponent is therefore

$$
\gamma-1=\frac{K+1/K-2}{4}-1 .
$$

At the edge the right-movers carry all the energy. The singularity comes from $g(p_2)$, the probability density for leaving momentum of size $p_2$ in left-moving bosons, which diverges at small $p_2$ when $\gamma<1$.

The function diverges for $0<\gamma<1$. The upper limit means $K^2-6K+1<0$, so

$$
3-2\sqrt2<K<3+2\sqrt2,\qquad K\ne1,
$$

or $0.172<K<5.83$. Weak interaction suffices, since $\gamma\simeq(1-K)^2/4$ near $K=1$, but it is not necessary. The divergence is integrable because $\gamma>0$.

As a test, the $w$ factor was transformed numerically and its slope taken between $rp_2=0.001$ and $0.002$. For $K=0.6$ the slope is $-0.9348$, against $\gamma-1=-0.9333$. The factor $e^{-rp_2}$ accounts for the difference, since it shifts this slope by $-0.001/\ln2\simeq-0.0014$. For $K=0.15$ the slope is $+0.203$: the edge no longer diverges.

If $rp_1$ and $rp_2$ are both small, $P(\gamma,y)\simeq y^\gamma/\Gamma(1+\gamma)$ gives the form

$$
A^>\simeq\frac{\pi r^{2\gamma}}{v\,\Gamma(\gamma)\Gamma(1+\gamma)}
p_1^\gamma p_2^{\gamma-1}.
$$

### (d) Numbers for a helical edge

The parameters are rough values for the edge of an inverted HgTe quantum well, which has one right-moving and one left-moving mode. The value $K=0.6$ is on the strong side: a Coulomb interaction screened by a gate 50 to 150 nm away gives roughly $K=0.7$ to $0.9$, and at $K=0.8$ one has $\gamma=0.0125$, about a fifth of the value below. Here

$$
\gamma=\frac{0.6+1.6667-2}{4}=0.0667,\qquad \gamma-1=-0.933 .
$$

With $\hbar v=329.1$ meV nm, the edge lies at $\hbar vq=329.1\times0.005=1.65$ meV, or $2.64\times10^{-22}$ J.

Per unit energy the density is $A/(2\pi\hbar)$. At a detuning $\hbar(\omega-vq)=0.4$ meV,

$$
\frac r{2\hbar v}=\frac{30}{2(329.1)}=0.0456\ \mathrm{meV^{-1}},
\qquad rp_2=0.0456\times0.4=0.0182 .
$$

With $P(\gamma,rq)=0.904$ and $\Gamma(\gamma)=14.5$, the edge law gives

$$
\frac{A}{2\pi\hbar}\simeq
0.0456\times0.904\times\frac{(0.0182)^{-0.933}}{14.5}
\simeq0.120\ \mathrm{meV^{-1}} .
$$

The full formula gives $0.118\ \mathrm{meV^{-1}}$, and direct numerical transformation of the propagator agrees with it. The edge law is too high by about 1% here and by about 5% at 1.6 meV.

The model omits several effects. For an edge 10 µm long at 0.1 K their sizes are:

- Thermal energy $k_BT$: 0.009 meV.
- Finite-length blur $2\pi\hbar v/L$: 0.21 meV.
- Velocity dispersion: the lower edge moves down by 0.06 meV and the singularity is smeared over this range, if $v_pK_p$ is held fixed while $K_p$ rises to 0.622 at $p=q$.
- Band curvature: 0.14 meV, from the estimate $(\hbar vq)^2/(2\Delta)$ with bulk half-gap $\Delta=10$ meV. This assumes that the band bends on the gap scale. It is not a computed value for HgTe: in the four-band BHZ model with a hard-wall edge, the edge branch is linear in momentum inside the gap, so any curvature comes from effects beyond that model.

The finite length is the largest limitation in this list. The ideal law cannot be resolved at detunings near or below 0.2 meV. If the conductor ends sharply, the trouble reaches further: the momentum window is then a squared sinc function, whose slowly falling tails raise the density by an amount that oscillates with period 0.21 meV: about 9% at 0.4 meV, 50% at 0.5 meV, 9% at 0.6 meV, and between a few percent and about 25% from 1.0 to 1.5 meV. Smooth ends suppress these tails. Yet even between 0.4 and 0.8 meV, a Gaussian blur with a full width at half maximum of 0.21 meV changes the apparent exponent from about $-0.95$ to $-1.01$. This change is nearly as large as $\gamma$, so the exponent cannot be read directly from such data; the blur must be included in the fit. Between 0.8 and 1.6 meV the full density falls from 0.0611 to $0.0312\ \mathrm{meV^{-1}}$, an apparent exponent of $-0.97$. Its difference from $-0.933$ is more than half of $\gamma$ itself, so the edge law alone is not accurate enough there. The full formula corrects this only for the chosen cutoff: if the squared mixing amplitude falls as $e^{-(rp)^2}$ instead, the apparent exponent in this range is about $-0.92$. The velocity dispersion listed above has a comparable effect, although its scale is only 0.06 meV: it moves the peak below $vq$ and changes the apparent exponent from $-0.95$ to $-0.90$ between 0.4 and 0.8 meV, and from $-0.97$ to $-0.94$ between 0.8 and 1.6 meV. A fit to a real device would need its actual interaction.

In a real device $K$ depends on screening by nearby gates, and disorder can shorten the clean length. At 2 µm the blur would be about 1.0 meV, leaving little room for a power law at this $q$. Curvature also couples the bosons, so the linear model should not be trusted at detunings below the curvature scale. Finally, the interaction mixes bosons up to $p\sim1/r$, where $\hbar v/r=11$ meV slightly exceeds the assumed half-gap. The linear edge model is not justified at that energy, so the absolute densities and weights given here are results of the model and only rough guides to the material.

## Variation 1: momentum on the other side of the Fermi point

*What happens at the particle edge $\omega=v|q|$ when $q<0$?*

Now $p_1\to0$ and $p_2=|q|+p_1\to|q|$. Since $P(\gamma,rp_1)\simeq(rp_1)^\gamma/\Gamma(1+\gamma)$,

$$
A^>\simeq\frac{\pi}{v}\frac{g(|q|)\,r^\gamma}{\Gamma(1+\gamma)}
\left(\frac{\omega-v|q|}{2v}\right)^\gamma .
$$

The spectral function vanishes at this edge. A right-moving fermion can supply negative total momentum only by exciting left-moving bosons with at least $|q|$. In the example, 0.4 meV above the edge, the density is $0.011\ \mathrm{meV^{-1}}$, about one eleventh of its value at $+q$.

## Variation 2: total weight and the free limit

*Show that $\int d\omega\,A/2\pi=1$, and recover the free-particle peak as $\gamma\to0$.*

The function $g$ is a normalized probability density. Let $Y_1,Y_2$ be independent variables with this density. For $q>0$, $d\omega=2v\,dp_2$ gives the particle weight

$$
\int_0^\infty dp_2\,P(\gamma,r(q+p_2))g(p_2)
=\mathrm{Prob}(Y_1-Y_2<q).
$$

The hole weight equals the particle weight at $-q$, namely $\mathrm{Prob}(Y_2-Y_1>q)$. Exchanging the two identical variables turns this into $\mathrm{Prob}(Y_1-Y_2>q)$, so the sum is one. In the example the weights are 0.912 and 0.088. The first 0.2 meV above the edge holds 0.684 of the total.

For any fixed $y>0$,

$$
1-P(\gamma,y)=\frac{\gamma}{\Gamma(1+\gamma)}
\int_y^\infty dz\,z^{\gamma-1}e^{-z}\to0\quad(\gamma\to0).
$$

The weight with $p_2<\epsilon$ is at least $P(\gamma,rq)P(\gamma,r\epsilon)$, because $P$ increases with its second argument. It therefore tends to one for every $\epsilon>0$, and $A\to2\pi\delta(\omega-vq)$. For $\gamma=0.001$ and $rq=0.15$, the interval $p_2<0.01/r$ already holds 0.9945 of the weight. The remaining values are in the numerical output.

## Computed results

```
TESTS
K = 0.80: gamma = 0.0125, exponent from transform = -0.9889, formula = -0.9875
K = 0.60: gamma = 0.0667, exponent from transform = -0.9348, formula = -0.9333
K = 0.30: gamma = 0.4083, exponent from transform = -0.5931, formula = -0.5917
K = 0.15: gamma = 1.2042, exponent from transform = 0.2027, formula = 0.2042
Exponent at mirror edge, K = 0.30: 0.4079, formula 0.4083
Relative error of 2D inverse transform: 1.1e-13
Weight near edge (p2 < 0.01/r), gamma = 0.001: 0.9945
Divergence ends below K = 0.1716, above 5.8284
EXAMPLE: helical edge, rough typical inputs
Velocity v = 5.00e+05 m/s
Luttinger parameter K = 0.60
Interaction range r = 30 nm
Momentum from k_F, q = 0.0050 1/nm
Bulk half-gap = 10.0 meV
Edge length = 10 um
Temperature = 0.10 K
hbar v = 329.11 meV nm
r q = 0.150
gamma = 0.06667
Edge exponent gamma - 1 = -0.93333
Edge energy hbar v q = 1.6455 meV = 2.636e-22 J
P(gamma, r q) = 0.9043
Spectral density A/(2 pi hbar) above the edge:
  detuning 0.2 meV: full 0.22692 1/meV, edge law 0.22822 1/meV
  detuning 0.4 meV: full 0.11812 1/meV, edge law 0.11951 1/meV
  detuning 0.8 meV: full 0.06109 1/meV, edge law 0.06258 1/meV
  detuning 1.6 meV: full 0.03115 1/meV, edge law 0.03277 1/meV
Numerical transform at 0.4 meV: 0.11812 1/meV
At -q, 0.4 meV above its edge: 0.01112 1/meV
Mean log slope from 0.2 to 0.4 meV: -0.9419
Particle weight at q: 0.91249
Hole weight at q: 0.08751
Weight within 0.2 meV above the edge: 0.6844
SIZES OF NEGLECTED EFFECTS
Thermal energy k_B T = 0.0086 meV
Finite-length blur 2 pi hbar v/L = 0.2068 meV
K at momentum q = 0.6221
Edge shift from velocity dispersion = 0.0585 meV
Curvature if bands bend on gap scale = 0.1354 meV
Edge energy / bulk half-gap = 0.1646
```
